**Finite-well luminescence edge with layer-dependent masses**

The program evaluates $E_{PL}=E_g+E_e+E_h$, where $E_g$ is the gap of the well and $E_e$, $E_h$ are the electron and hole confinement energies. Each is the lowest root of $\sqrt{2E/m_w}\tan(L\sqrt{2m_wE}/2)=\sqrt{2(V-E)/m_b}$, with well width $L$, band offset $V$, and well and barrier masses $m_w$, $m_b$. It asserts that all bound levels agree with a finite-difference diagonalization that does not use this equation. Further assertions cover the level count, the wide-well and narrow-well limits, the in-plane mass, the width derivative and the electron–hole overlap. Smoothly graded interfaces are shown to approach the abrupt result as they become thinner. Orthogonality holds with continuous $\psi'/m$ and fails with continuous $\psi'$, by the amount that the boundary term predicts. For the model well the output gives an edge of 56.83 mHa (1.546 eV) and a width slope of −0.0170 mHa/bohr. Exciton binding, broadening, strain and band mixing are not included.

## Verification by program

```python
"""Free-pair luminescence edge of a finite quantum well with layer masses.

Result under test: E_PL = E_g + E_e + E_h, where each confinement energy E
is the lowest root of
    sqrt(2 E/m_w) tan(L sqrt(2 m_w E)/2) = sqrt(2 (V-E)/m_b).
L: well width; m_w, m_b: well and barrier masses; V: band offset; E_g: well gap.
This follows from continuity of psi and psi'/m. Exciton binding is left out.
Hartree atomic units are used inside; energies are printed in millihartree.
The independent road is diagonalization of -(1/2) d/dz (1/m) d/dz + V on a grid.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

WIDTH = 150.0
GAP = 0.055
# Each band: well mass, barrier mass, offset.
BANDS = {"electron": (0.07, 0.10, 0.008), "hole": (0.35, 0.45, 0.005)}
FINE_STEP = 0.25


def well_strength(band, width):
    well_mass, _, offset = band
    return 0.5 * width * np.sqrt(2 * well_mass * offset)


def level_count(band, width):
    return int(np.ceil(2 * well_strength(band, width) / np.pi))


def matched_level(band, width, number=1, mass_weighted=True):
    """Energy from matching; the false option makes psi' itself continuous."""
    well_mass, barrier_mass, offset = band
    strength = well_strength(band, width)
    ratio = np.sqrt(well_mass / barrier_mass)
    if not mass_weighted:
        ratio = 1 / ratio
    start = (number - 1) * np.pi / 2

    def mismatch(phase):
        root = np.sqrt(max(strength**2 - phase**2, 0.0))
        return phase - start - np.arctan2(ratio * root, phase)

    end = min(number * np.pi / 2, strength)
    phase = brentq(mismatch, start, end, xtol=1e-15, rtol=1e-14)
    return offset * (phase / strength)**2


def wave_numbers(band, energy):
    well_mass, barrier_mass, offset = band
    return (np.sqrt(2 * well_mass * energy),
            np.sqrt(2 * barrier_mass * (offset - energy)))


def even_norm(band, width, energy):
    """Squared norm of cos(kz) with its tails, and the barrier probability."""
    k, kappa = wave_numbers(band, energy)
    tails = np.cos(k * width / 2)**2 / kappa
    total = width / 2 + np.sin(k * width) / (2 * k) + tails
    return total, tails / total


def width_slope(band, width, energy):
    well_mass, barrier_mass, offset = band
    kappa = wave_numbers(band, energy)[1]
    mixed = energy + well_mass / barrier_mass * (offset - energy)
    return -2 * energy / (width + 2 * offset / (kappa * mixed))


def grid_operator(band, width, step, grading=0.0, in_plane=0.0):
    """Flux-form operator; in_plane is half the squared in-plane wave number."""
    well_mass, barrier_mass, offset = band
    half_box = 675.0
    cells = round(2 * half_box / step)
    middle = -half_box + (np.arange(cells) + 0.5) * step
    distance = np.abs(middle) - width / 2
    if grading == 0:
        barrier_part = (distance > 0).astype(float)
    else:
        barrier_part = 0.5 * (1 + np.tanh(distance / grading))
    mass = well_mass + (barrier_mass - well_mass) * barrier_part
    potential = offset * barrier_part + in_plane / mass
    hopping = 1 / (2 * mass * step**2)
    diagonal = hopping[:-1] + hopping[1:]
    diagonal += 0.5 * (potential[:-1] + potential[1:])
    return diagonal, -hopping[1:-1]


def grid_levels(band, width, count=1, step=FINE_STEP, **options):
    diagonal, side = grid_operator(band, width, step, **options)
    return eigh_tridiagonal(diagonal, side, eigvals_only=True,
                            select="i", select_range=(0, count - 1))


def grid_ground_state(band, width):
    diagonal, side = grid_operator(band, width, FINE_STEP)
    return eigh_tridiagonal(diagonal, side, select="i",
                            select_range=(0, 0))[1][:, 0]


def even_pair_overlap(band, width, mass_weighted):
    """Quadrature overlap of levels 1 and 3, and its boundary-term value."""
    energies = [matched_level(band, width, n, mass_weighted) for n in (1, 3)]
    waves = [wave_numbers(band, energy) for energy in energies]
    edge = width / 2

    def state(index, z):
        k, kappa = waves[index]
        if z < edge:
            return np.cos(k * z)
        return np.cos(k * edge) * np.exp(-kappa * (z - edge))

    def integral(first, second):
        def product(z):
            return state(first, z) * state(second, z)
        inside = quad(product, 0, edge, epsabs=1e-11)[0]
        outside = quad(product, edge, edge + 600, epsabs=1e-11, limit=200)[0]
        return 2 * (inside + outside)

    norm = np.sqrt(integral(0, 0) * integral(1, 1))
    overlap = integral(0, 1) / norm
    wronskian = (np.cos(waves[0][0] * edge) * np.cos(waves[1][0] * edge)
                 * (waves[0][1] - waves[1][1]) / norm)
    boundary = (-(1 / band[0] - 1 / band[1]) * wronskian
                / (energies[1] - energies[0]))
    return overlap, boundary


# Bound levels, in-plane curvature and width derivative against the grid.
results = {}
for name, band in BANDS.items():
    count = level_count(band, WIDTH)
    levels = np.array([matched_level(band, WIDTH, n + 1) for n in range(count)])
    coarse = grid_levels(band, WIDTH, count, step=2 * FINE_STEP)
    fine = grid_levels(band, WIDTH, count)
    extrapolated = (4 * fine - coarse) / 3
    assert np.max(np.abs(levels - extrapolated)) < 1e-9
    ground = levels[0]

    barrier_probability = even_norm(band, WIDTH, ground)[1]
    inverse_mass = ((1 - barrier_probability) / band[0]
                    + barrier_probability / band[1])
    small = 2e-6
    curvature = (grid_levels(band, WIDTH, in_plane=small)[0]
                 - grid_levels(band, WIDTH, in_plane=-small)[0]) / (2 * small)
    assert abs(curvature / inverse_mass - 1) < 5e-5

    shifted = {d: grid_levels(band, WIDTH + d)[0] for d in (-2, -1, 1, 2)}
    grid_slope = (8 * (shifted[1] - shifted[-1])
                  - (shifted[2] - shifted[-2])) / 12
    slope = width_slope(band, WIDTH, ground)
    assert abs(grid_slope / slope - 1) < 5e-5

    equal_mass = matched_level((band[0], band[0], band[2]), WIDTH)
    assert ground < equal_mass  # both barriers here are heavier than the wells
    well_mass, barrier_mass, offset = band
    decay_zero = np.sqrt(2 * barrier_mass * offset)
    extra_width = 2 * barrier_mass / (well_mass * decay_zero)
    wide_estimate = np.pi**2 / (2 * well_mass * (WIDTH + extra_width)**2)
    long_width = 1500.0
    long_estimate = np.pi**2 / (2 * well_mass * (long_width + extra_width)**2)
    assert abs(long_estimate / matched_level(band, long_width) - 1) < 1e-4

    results[name] = dict(
        levels=levels, grid=extrapolated[0], barrier=barrier_probability,
        in_plane_mass=1 / inverse_mass, slope=slope, equal=equal_mass,
        naive=matched_level(band, WIDTH, mass_weighted=False),
        wide=wide_estimate, extra=extra_width)

# Number of bound levels is independent of the barrier mass.
for barrier_mass in (0.05, 0.10, 0.30):
    for width in (80.0, 150.0, 240.0):
        band = (0.07, barrier_mass, 0.008)
        diagonal, side = grid_operator(band, width, 0.5)
        bound = eigh_tridiagonal(diagonal, side, eigvals_only=True,
                                 select="v", select_range=(-1.0, band[2]))
        assert len(bound) == level_count(band, width)

# In a very narrow well the binding is independent of the well mass.
for well_mass in (0.07, 0.14):
    band = (well_mass, 0.10, 0.008)
    binding = band[2] - matched_level(band, 1.0)
    assert abs(binding / (band[1] * band[2]**2 / 2) - 1) < 2e-3

# Graded interfaces approach the mass-weighted result as they become abrupt.
electron, hole = BANDS["electron"], BANDS["hole"]
electron_energy = results["electron"]["levels"][0]
hole_energy = results["hole"]["levels"][0]
gradings = (8.0, 4.0, 2.0)
graded_shifts = [grid_levels(electron, WIDTH, grading=w)[0] - electron_energy
                 for w in gradings]
assert abs(graded_shifts[0]) > 2.5 * abs(graded_shifts[1])
assert abs(graded_shifts[1]) > 2.5 * abs(graded_shifts[2])
naive_error = results["electron"]["naive"] - electron_energy
assert abs(graded_shifts[2]) < 0.05 * abs(naive_error)

# Orthogonality distinguishes the two derivative conditions.
correct_overlap = even_pair_overlap(hole, WIDTH, True)[0]
naive_overlap, boundary_overlap = even_pair_overlap(hole, WIDTH, False)
assert abs(correct_overlap) < 1e-9
assert abs(naive_overlap) > 0.005
assert abs(naive_overlap - boundary_overlap) < 1e-9

# Electron-hole envelope overlap from elementary integrals and from the grid.
k_e, kappa_e = wave_numbers(electron, electron_energy)
k_h, kappa_h = wave_numbers(hole, hole_energy)
edge = WIDTH / 2
inside = (np.sin((k_e - k_h) * edge) / (k_e - k_h)
          + np.sin((k_e + k_h) * edge) / (k_e + k_h))
outside = 2 * np.cos(k_e * edge) * np.cos(k_h * edge) / (kappa_e + kappa_h)
norm_product = (even_norm(electron, WIDTH, electron_energy)[0]
                * even_norm(hole, WIDTH, hole_energy)[0])
overlap_squared = (inside + outside)**2 / norm_product
grid_overlap = np.dot(grid_ground_state(electron, WIDTH),
                      grid_ground_state(hole, WIDTH))**2
assert abs(overlap_squared - grid_overlap) < 1e-5

transition = GAP + electron_energy + hole_energy
grid_transition = GAP + results["electron"]["grid"] + results["hole"]["grid"]
assert abs(transition - grid_transition) < 2e-9
naive_transition = GAP + sum(item["naive"] for item in results.values())
equal_transition = GAP + sum(item["equal"] for item in results.values())
total_slope = sum(item["slope"] for item in results.values())
hartree_joule = constants.physical_constants["Hartree energy"][0]
transition_ev = transition * hartree_joule / constants.e
wavelength_nm = constants.h * constants.c / (transition * hartree_joule) * 1e9

print(f"Well width: {WIDTH:.1f} bohr")
print(f"Well gap: {1e3 * GAP:.3f} mHa")
for name, band in BANDS.items():
    item = results[name]
    k, kappa = wave_numbers(band, item["levels"][0])
    print(f"{name} well mass: {band[0]:.2f} electron masses")
    print(f"{name} barrier mass: {band[1]:.2f} electron masses")
    print(f"{name} offset: {1e3 * band[2]:.3f} mHa")
    print(f"{name} theta0: {well_strength(band, WIDTH):.5f} rad")
    print(f"{name} ground theta: {k * WIDTH / 2:.5f} rad")
    print(f"{name} k: {k:.6f} 1/bohr")
    print(f"{name} kappa: {kappa:.6f} 1/bohr")
    values = ", ".join(f"{1e3 * value:.5f}" for value in item["levels"])
    print(f"{name} bound levels: {values} mHa")
    print(f"{name} grid ground level: {1e3 * item['grid']:.5f} mHa")
    print(f"{name} level, psi' continuous: {1e3 * item['naive']:.5f} mHa")
    print(f"{name} level, equal masses: {1e3 * item['equal']:.5f} mHa")
    print(f"{name} wide-well extra width: {item['extra']:.3f} bohr")
    print(f"{name} wide-well estimate: {1e3 * item['wide']:.5f} mHa")
    print(f"{name} barrier probability: {item['barrier']:.5f} (no unit)")
    print(f"{name} in-plane mass: {item['in_plane_mass']:.6f} electron masses")
    print(f"{name} dE/dL: {1e3 * item['slope']:.6f} mHa/bohr")
for grading, shift in zip(gradings, graded_shifts):
    print(f"Electron shift, grading {grading:.0f} bohr: {1e3 * shift:.6f} mHa")
print(f"Hole 1-3 overlap, psi' continuous: {naive_overlap:.6f} (no unit)")
print(f"Electron-hole overlap squared: {overlap_squared:.6f} (no unit)")
print(f"Transition energy: {1e3 * transition:.5f} mHa")
print(f"Transition energy: {transition_ev:.5f} eV")
print(f"Vacuum wavelength: {wavelength_nm:.2f} nm")
print(f"Transition, psi' continuous: {1e3 * naive_transition:.5f} mHa")
print(f"Transition, equal masses: {1e3 * equal_transition:.5f} mHa")
print(f"Transition width slope: {1e3 * total_slope:.6f} mHa/bohr")
print("PASS")
```

Output:

```
Well width: 150.0 bohr
Well gap: 55.000 mHa
electron well mass: 0.07 electron masses
electron barrier mass: 0.10 electron masses
electron offset: 8.000 mHa
electron theta0: 2.50998 rad
electron ground theta: 1.06182 rad
electron k: 0.014158 1/bohr
electron kappa: 0.036244 1/bohr
electron bound levels: 1.43169, 5.51026 mHa
electron grid ground level: 1.43169 mHa
electron level, psi' continuous: 1.70791 mHa
electron level, equal masses: 1.56986 mHa
electron wide-well extra width: 71.429 bohr
electron wide-well estimate: 1.43782 mHa
electron barrier probability: 0.05870 (no unit)
electron in-plane mass: 0.071255 electron masses
electron dE/dL: -0.012828 mHa/bohr
hole well mass: 0.35 electron masses
hole barrier mass: 0.45 electron masses
hole offset: 5.000 mHa
hole theta0: 4.43706 rad
hole ground theta: 1.24954 rad
hole k: 0.016660 1/bohr
hole kappa: 0.064367 1/bohr
hole bound levels: 0.39653, 1.57086, 3.43616 mHa
hole grid ground level: 0.39653 mHa
hole level, psi' continuous: 0.43295 mHa
hole level, equal masses: 0.41513 mHa
hole wide-well extra width: 38.333 bohr
hole wide-well estimate: 0.39751 mHa
hole barrier probability: 0.01639 (no unit)
hole in-plane mass: 0.351279 electron masses
hole dE/dL: -0.004195 mHa/bohr
Electron shift, grading 8 bohr: 0.042958 mHa
Electron shift, grading 4 bohr: 0.011396 mHa
Electron shift, grading 2 bohr: 0.002957 mHa
Hole 1-3 overlap, psi' continuous: 0.012664 (no unit)
Electron-hole overlap squared: 0.977800 (no unit)
Transition energy: 56.82822 mHa
Transition energy: 1.54637 eV
Vacuum wavelength: 801.77 nm
Transition, psi' continuous: 57.14086 mHa
Transition, equal masses: 56.98499 mHa
Transition width slope: -0.017023 mHa/bohr
PASS
```
